# Why a clamped circular bulge cannot be a uniformly stretched spherical cap

A film 100 nm thick is clamped on a circle of radius 1 mm and bulged by 5 kPa. The spherical-cap model gives its height as 30.6 µm, close to the 31.2 µm of the full membrane solution. Yet the strain that the model assigns to the film would need the rim to move outward by 625 nm, and a clamped rim does not move. If the cap formula is used to extract the modulus from the pressure and the true height, it returns 231 GPa for a film whose modulus is 250 GPa.

Two separate things are wrong with the cap: what it says at the rim, and what it says about a curved surface. They are taken one at a time below and then weighed, together with the effects that both descriptions leave out.

## The film and the model

The film is homogeneous, isotropic and linearly elastic, with modulus $E$, Poisson ratio $\nu$ and thickness $t$. When flat and clamped it carries a uniform prestress $\sigma_0$, or a force per length $N_0=\sigma_0t$. Strains are counted from this state. A point at radius $r$ moves outward by $u(r)$ and upward by $w(r)$; a prime means $d/dr$. Slopes are small, and bending stiffness is left out until later.

A radial element $dr$ acquires the length $\sqrt{(1+u')^2+w'^2}\,dr\approx(1+u'+w'^2/2)\,dr$. A circle of length $2\pi r$ acquires the length $2\pi(r+u)$. Hence

$$\varepsilon_r=u'+\tfrac12w'^2,\qquad \varepsilon_\theta=\frac ur .$$

Hooke's law for the added forces is

$$Et\,\varepsilon_r=(N_r-N_0)-\nu(N_\theta-N_0),\qquad Et\,\varepsilon_\theta=(N_\theta-N_0)-\nu(N_r-N_0).$$

Two balances complete the description. The pressure on a disc of radius $r$ is carried by the inclined tension at its edge, $\pi r^2P=2\pi rN_r(-w')$. In the plane, the net radial pull on an element is balanced by the hoop tension. Thus

$$N_rw'=-\frac{Pr}2,\qquad (rN_r)'=N_\theta .$$

The second balance omits the horizontal part of the pressure, which is smaller than $N_\theta$ by a factor of order $w'^2$.

The cap model takes a shallow sphere, $w=h(1-r^2/a^2)$, where $a$ is the rim radius. Its slope is $w'=-2hr/a^2$. Since $u(0)=u(a)=0$, the term $u'$ integrates to zero along a radius, and the mean radial strain is

$$\frac1a\int_0^a\frac{w'^2}2dr=\frac1a\int_0^a\frac{2h^2r^2}{a^4}dr=\frac{2h^2}{3a^2}.$$

The model gives this strain to both directions at every point. The tension is then $N=N_0+Et\,\varepsilon/(1-\nu)$. Vertical balance gives $P=4Nh/a^2$, so that

$$P=\frac{4N_0h}{a^2}+\frac{8}{3(1-\nu)}\frac{Eth^3}{a^4}.$$

For the example, $E=250$ GPa, $\nu=0.25$ and $\sigma_0=200$ MPa. The solution is $h=30.6$ µm, with strain $\tfrac23(0.030615)^2=6.25\times10^{-4}$ and stress $200+208=408$ MPa everywhere.

## First contribution: the rim

Clamping means $u(a)=0$, hence $\varepsilon_\theta(a)=0$. The cap has $\varepsilon_\theta(a)=2h^2/(3a^2)>0$. The model therefore uses the fixed rim to find the stretch along a radius, and then violates the same condition by giving that stretch to the hoop direction. The displacement it needs is $u(a)=\varepsilon a=6.25\times10^{-4}\times1$ mm $=625$ nm.

This contradiction does not depend on small slopes or on Hooke's law. Suppose that a bulged film has the same stretch ratio $\lambda$ in all directions everywhere. Its meridian from centre to rim is curved and ends at horizontal distance $a$, so it is longer than $a$, and $\lambda>1$. The rim circle still has length $2\pi a$, so $\lambda=1$. Both cannot hold.

One might try to keep the spherical shape and give up the uniform stress. Equilibrium forbids this. Putting $w'=-2hr/a^2$ into the vertical balance gives

$$N_r=-\frac{Pr}{2w'}=\frac{Pa^2}{4h},$$

which is constant. Then $N_\theta=(rN_r)'=N_r$: the shape has fixed the stress as uniform and equibiaxial. Write $N$ for the common value. Hooke's law gives $Et\,\varepsilon_\theta=(1-\nu)(N-N_0)$ at every radius. At the rim this must vanish, so $N=N_0$, and all added strains vanish everywhere. Then $u=r\varepsilon_\theta=0$ and $\varepsilon_r=w'^2/2=0$, so the film is flat. A pressurised film of the stated kind cannot have this shape.

The argument needs the elastic link between stress and strain. In an ideal liquid film the tension is a constant $\gamma$ whatever the stretch. There $N_r=N_\theta=\gamma$ satisfies both balances with a parabolic profile, and the rim imposes nothing on the tension. The cap is then the correct shallow shape.

## Second contribution: curvature

Now let the rim slide outward by whatever amount the cap wants. Is the cap rescued? From $u=r\varepsilon_\theta$ one has $u'=\varepsilon_\theta+r\varepsilon_\theta'$. The radial strain also gives $u'=\varepsilon_r-w'^2/2$. Equating the two,

$$r\varepsilon_\theta'+\varepsilon_\theta-\varepsilon_r=-\tfrac12w'^2 .$$

For uniform equibiaxial strain the left side is zero, so $w'=0$ at every radius. No rim condition was used. A flat sheet enlarged equally everywhere remains geometrically flat, while a sphere has curvature that cannot be obtained without unequal stretching.

The relation also gives the equation that the stress must obey. Hooke's law and the in-plane balance, in the form $N_\theta-N_r=rN_r'$, give

$$Et\,r\varepsilon_\theta'=r(N_\theta'-\nu N_r'),\qquad Et(\varepsilon_\theta-\varepsilon_r)=(1+\nu)\,rN_r'.$$

Their sum is $r(N_\theta'+N_r')$, because the terms in $\nu$ cancel. Differentiating $N_\theta=N_r+rN_r'$ gives $N_\theta'=2N_r'+rN_r''$. Therefore $r(rN_r''+3N_r')=-Et\,w'^2/2$. With $w'^2=P^2r^2/(4N_r^2)$ this becomes

$$N_r''+\frac3rN_r'=-\frac{EtP^2}{8N_r^2}.$$

Multiply by $r^3$: the left side is $(r^3N_r')'$. Integrating from the centre, where the stress is regular, and using $N_r-N_\theta=-rN_r'$,

$$N_r-N_\theta=\frac{EtP^2}{8r^2}\int_0^r\frac{s^3}{N_r(s)^2}\,ds>0 .$$

Within this model, the radial tension exceeds the hoop tension at every point away from the centre, whatever the rim does. Curvature alone is enough to refute the uniform stress.

## The two contributions separated

The division of labour can be written explicitly when prestress dominates. Set $N_r=N_0+\delta N_r$ and replace $N_r$ by $N_0$ on the right of the stress equation. The right side is then a constant, called $-8k$, with $k=EtP^2/(64N_0^2)$. The trial form $\delta N_r=c-kr^2$ gives $-2k-6k=-8k$, as required. The other solution, proportional to $r^{-2}$, is singular at the centre and is excluded. At leading order $w'=-Pr/(2N_0)$, so $h=Pa^2/(4N_0)$ and $P/N_0=4h/a^2$. Hence

$$k=\frac{Eth^2}{4a^4},\qquad \delta N_r=c-kr^2,\qquad \delta N_\theta=(r\,\delta N_r)'=c-3kr^2 .$$

Let the rim have an imposed hoop strain $e$; clamping is $e=0$. The condition $\delta N_\theta-\nu\,\delta N_r=Et\,e$ at $r=a$ reads $(1-\nu)c-(3-\nu)ka^2=Et\,e$, so

$$c=\frac{3-\nu}{1-\nu}\,ka^2+\frac{Et\,e}{1-\nu}.$$

Curvature sets $k$, which is the variation of stress across the film. The rim enters $c$ alone, which is the overall level. Moving the rim adds a uniform equibiaxial stress and, at this order, removes none of the non-uniformity.

For the clamped example $Eh^2/(4a^2)=250\text{ GPa}\times(0.03124)^2/4=61$ MPa is the stress $ka^2/t$. The formulas then predict a centre-to-rim drop of 61 MPa in the radial stress and $3\times61=183$ MPa in the hoop stress. The full solution gives 58 and 186 MPa. The agreement is within 5 %, but it relies on a height that the expansion does not supply; here it was taken from the full solution. The added stress at the centre, 229 MPa, exceeds the prestress, so the expansion is outside its strict range, and its own leading-order height $Pa^2/(4N_0)=62.5$ µm is twice the true one.

## The full solution

For arbitrary prestress let $\rho=r/a$, $\omega^3=Pa/(Et)$, $N_r=Et\omega^2n(\rho)$ and $N_0=Et\omega^2n_0$. Multiplying the stress equation by $a^2/(Et\omega^2)$ leaves the factor $P^2a^2/(E^2t^2\omega^6)=1$ on the right, so, with primes now meaning $d/d\rho$,

$$n''+\frac3\rho n'=-\frac1{8n^2}.$$

With $n=n_c\,g(x)$ and $x=\rho\,n_c^{-3/2}$, where $n_c$ is the central value, both sides acquire the factor $n_c^{-2}$. What remains is one curve for all films: $g''+3g'/x=-1/(8g^2)$, with $g(0)=1$ and $g'(0)=0$.

The clamped rim requires $n+n'-n_0=\nu(n-n_0)$ at $\rho=1$, or $(1-\nu)n+n'=(1-\nu)n_0$. With $x_1=n_c^{-3/2}$ this is

$$x_1^{-2/3}\left[(1-\nu)g(x_1)+x_1g'(x_1)\right]=(1-\nu)n_0 ,$$

a single equation for $x_1$. In the example $\omega=0.0585$ and $n_0=0.234$, which give $x_1=2.81$ and $n_c=0.502$. The central stress is $E\omega^2n_c=429$ MPa. Integrating the slope $-Pr/(2N_r)$ inward from the rim gives $h=31.24$ µm. Stresses below are in MPa and strains in units of $10^{-4}$.

| $r/a$ | $w/h$ | $\sigma_r$ | $\sigma_\theta$ | $\varepsilon_r$ | $\varepsilon_\theta$ |
|---|---|---|---|---|---|
| 0 | 1 | 429 | 429 | 6.87 | 6.87 |
| 0.5 | 0.763 | 415 | 388 | 6.74 | 5.36 |
| 0.75 | 0.456 | 398 | 332 | 6.59 | 3.29 |
| 1 | 0 | 371 | 243 | 6.41 | 0 |

The radial strain is nearly uniform and close to the cap's 6.25. The hoop strain falls from 6.87 to zero. The cap's 408 MPa is therefore 5 % below the true central stress and 68 % above the true hoop stress at the rim. The added rim stresses are 171 and 43 MPa; their ratio is $\nu=0.25$, as zero hoop strain demands, where the cap has 1.

The profile lies slightly above the parabola, with $w/h=0.763$ instead of 0.750 at half radius. The reason is in the vertical balance: tension falls towards the rim, so the slope grows faster than in proportion to $r$.

These results were tested against a calculation that does not use the stress equation: the elastic energy minus the work of the pressure was made stationary for polynomial $u$ and $w$. Central height, central stress and both rim stresses were compared for the clamped example, for the film without prestress and for the sliding rim treated next. The largest relative difference was $6\times10^{-7}$.

## Sliding the rim

Hold pressure and prestress fixed, and pull the rim outward by the 625 nm that the cap asks for. The rim hoop strain now has the cap's value, and the first contradiction is gone. The film is still not uniform: the stress is 541 MPa at the centre, while at the rim it is 506 MPa radially and 433 MPa in the hoop direction.

The difference between the two rim stresses has fallen from 128 to 73 MPa. At leading order it would not have changed, so this is an effect of the large added stress. The integral for $N_r-N_\theta$ shows how it comes about: the integrand varies as $1/N_r^2$, and the pulled film is tighter and hence less curved. The factor $(N_{\rm clamped}/N_{\rm pulled})^2$ is $(429/541)^2=0.63$ at the centre and $(371/506)^2=0.54$ at the rim. Applied to 128 MPa these give 81 and 69 MPa, and the computed 73 MPa lies between them.

The rim is thus a sufficient witness against the cap, and the easiest to call. Curvature is the source of the non-uniformity, and it remains when the rim is released.

## What the load curve feels

A bulge test measures $P$ against $h$. Define $C$ by

$$P=\frac{4N_0h}{a^2}+C\,\frac{Eth^3}{a^4}.$$

The cap has $C=8/[3(1-\nu)]=3.56$ at $\nu=0.25$. For dominant prestress, expand $1/N_r\approx(1-\delta N_r/N_0)/N_0$ in the height of the clamped film:

$$h=\int_0^a\frac{Pr}{2N_r}dr=\frac{Pa^2}{4N_0}-\frac P{2N_0^2}\left(\frac{ca^2}2-\frac{ka^4}4\right).$$

Multiply by $4N_0/a^2$, and use $P/N_0=4h/a^2$ in the small term:

$$P=\frac{4N_0h}{a^2}+\frac{4h}{a^2}\left(c-\frac{ka^2}2\right).$$

For the clamped rim the bracket is $ka^2\left[\frac{3-\nu}{1-\nu}-\frac12\right]=ka^2\,\frac{5-\nu}{2(1-\nu)}$, and $4hk=Eth^3/a^4$. Therefore

$$C=\frac{5-\nu}{2(1-\nu)}=3.17\quad(\nu=0.25).$$

The full solution at $n_0=5$ gives 3.1668 against 3.1667 from this formula.

The opposite limit has no prestress and is Hencky's problem. Setting $n_0=0$ in the rim equation gives $C=3.39$ at $\nu=0.25$. The example lies between the limits. Its linear part is $4\times20\text{ N/m}\times31.24\text{ µm}/(1\text{ mm})^2=2499$ Pa, and the remaining 2501 Pa is $C$ times $Eth^3/a^4=762$ Pa, so $C=3.28$.

If $\sigma_0$, $t$ and $\nu$ are known and the cap's $C$ is used, the inferred modulus is the true one times the ratio of the true coefficient to the cap's. At $\nu=0.25$ that ratio is below one in all three cases (without prestress it rises to 1.01 at $\nu=0$): it is $3(5-\nu)/16=0.891$ for dominant prestress, 0.923 in the example and 0.953 without prestress. The example therefore yields 231 GPa instead of 250 GPa.

There is a subtlety in the prestressed limit. The shape does approach the cap, because the relative variation of tension, about $Eth^2/(4a^2N_0)$ radially and three times that in the hoop direction, tends to zero. The error in the total pressure tends to zero as well, since the cubic term becomes a small part of it. The error in the cubic coefficient itself does not: at $\nu=0.25$ it is largest in this limit among the three cases computed. A nearly perfect spherical shape is no warrant for the modulus.

The height is much less sensitive than the modulus. At the true height the cap formula gives $2499+3.556\times762\approx5209$ Pa, which is 209 Pa too much. A fractional change of $h$ changes this pressure by $2499+3\times2710=10\,600$ Pa times that fraction. The height must therefore be lowered by $209/10\,600=2.0$ %, which is the computed error.

## Effects left out of both descriptions

*Finite rotation.* The rim slope is 0.067 rad. A membrane calculation with full rotations, pressure normal to the deformed film, and forces per original length linear in the stretches raises the height by 0.08 %. With $\omega$ reduced threefold at fixed $n_0$, so that all slopes fall threefold, the shift is 0.009 %. The ninefold fall is that of an error quadratic in slope. The size of the shift depends on the elastic law chosen for finite strain, whose effect is of the same order: a law linear in the Green strain gives 0.04 % instead of 0.08 %.

*Bending.* A built-in film must leave the rim horizontally. Let $\phi=w'$ and $D=Et^3/[12(1-\nu^2)]$. Near the rim the vertical balance becomes $D\phi''=N_r\phi+Pr/2$, where the derivatives smaller by powers of the layer width over $a$ are dropped. The membrane slope $\phi_m=-Pr/(2N_r)$ makes the right side vanish. The correction to it decays as $e^{-(a-r)/\ell}$, with $\ell=\sqrt{D/N_r}=774$ nm. The condition $\phi(a)=0$ gives $\phi=\phi_m[1-e^{-(a-r)/\ell}]$ and a rim curvature $|\phi_m|/\ell$. The surface bending stress is

$$\frac{E}{1-\nu^2}\,\frac t2\,\frac{|\phi_m|}\ell=267\text{ GPa}\times50\text{ nm}\times\frac{0.0674}{774\text{ nm}}\approx1160\text{ MPa}.$$

A plate calculation over the whole film gives the same value and lowers the height by 0.06 %. Bending thus hardly matters for the load curve but dominates the peak stress: the total at the clamp surface is about 1530 MPa, nearly four times the cap's 408 MPa. It does not soften the rim contradiction, since the mid-surface at the rim still has zero hoop strain.

*Temperature and a yielding rim.* Take a film-to-frame expansion mismatch of $10^{-6}$/K and a change of 10 K, both assumed. The biaxial stress changes by $E\times10^{-5}/(1-\nu)=3.3$ MPa. By the formula for $c$, a rim movement of 10 nm, with $e=10^{-5}$, does the same. The linear part of the pressure changes by $2499\times3.33/200=42$ Pa. With $C$ held fixed at its true value, a fractional change of $h$ changes the pressure by $2499+3\times2501\approx10\,000$ Pa times that fraction, so the height moves by about $42/10\,000=0.4$ %. If the stress change is overlooked in the analysis, it moves the inferred modulus by about $42/2501=1.7$ %, again with $C$ held fixed; letting $C$ follow the prestress gives 1.6 %.

## Beside a real window

The parameters are round values in the rough range of low-stress silicon nitride windows on silicon frames; none is a measurement. The coefficients found here do not apply to square or rectangular windows. For a circular window the analysis also assumes a known prestress and a perfectly rigid frame, and both need checking. The 3.3 MPa estimate shows the scale: an error of that size in the stress costs 1.7 % in modulus, against 7.7 % from using the cap formula. The clamp stress is 0.31 of an assumed strength of 5 GPa, but a notch or a rough etched edge could reduce that margin, and neither is in the model.

Among the effects treated here, and with the assumed 3.3 MPa error in prestress, the cap's stress distribution weighs most for the example's modulus and the prestress comes next. That order depends on the assumption: a prestress error of about 15 MPa (16 MPa with $C$ following the prestress) would cost as much as the cap formula. It also assumes that $\sigma_0$ is supplied from outside. If $\sigma_0$ and $E$ are both fitted with the cap formula to the load curve up to 5 kPa, a steady 3.3 MPa change of prestress is taken up by the linear term and moves the fitted modulus by only about 0.1 GPa, while the cap's bias remains: the fit gives 231 to 232 GPa depending on the weighting, and 237 to 238 GPa for a curve extended to 50 kPa. Rotation and bending weigh less. At fixed pressure a fractional error in height changes the inferred modulus by $10\,000/2501\approx4$ times as much, so their height shifts of 0.08 % and 0.06 % correspond to about 0.3 % and 0.2 % in modulus. Errors in the measured dimensions come on top of these and can weigh more: in the example, with $\sigma_0$ held fixed, 1 % in thickness changes the inferred modulus by about 2 %, and 1 % in radius by about 6 %. An error of 0.03 in the assumed Poisson ratio changes it by about 3 %.

## Table of computed values

```
modulus E = 250 GPa, Poisson ratio = 0.25
thickness = 100 nm, radius = 1.0 mm
prestress = 200 MPa, pressure = 5.0 kPa
scale omega = 0.05848, scaled prestress n0 = 0.2339
universal curve: rim x1 = 2.8137, centre nc = 0.5017
deflection, membrane solution = 31.240 um
deflection, cap model = 30.615 um
cap deflection error = -2.00 %
cap strain (also hoop at rim) = 6.2487e-04
cap stress everywhere = 408.3 MPa
rim displacement cap needs = 624.9 nm
true mean radial strain = 6.7047e-04
r/a, w/h, parabola, radial MPa, hoop MPa, radial e-4, hoop e-4
0.00 1.0000 1.0000 429.0 429.0 6.870 6.870
0.25 0.9415 0.9375 425.7 419.0 6.837 6.502
0.50 0.7631 0.7500 415.4 387.8 6.740 5.356
0.75 0.4555 0.4375 397.6 331.7 6.589 3.291
1.00 0.0000 0.0000 370.8 242.7 6.407 0.000
added rim stress, hoop/radial = 0.2500
rim slid outward by the cap's displacement:
  centre stress = 540.5 MPa
  rim radial = 505.6 MPa, hoop = 432.6 MPa
cubic load coefficient P a^4/(E t h^3), linear part removed:
  cap = 3.5556
  prestress-dominated formula = 3.1667
  computed at n0 = 5: 3.1668
  this example = 3.2809
  no prestress (Hencky) = 3.3883
apparent modulus / true modulus if the cap formula is used:
  prestress-dominated = 0.8906
  this example = 0.9227
  no prestress = 0.9530
apparent modulus, example = 230.7 GPa
largest relative gap to energy method = 5.8e-07
rim slope = 0.0674 rad
finite-rotation shift of deflection = 0.077 %
same shift at one third of omega = 0.0086 %
bending layer width at clamp = 774 nm
bending shift of deflection = -0.060 %
radial bending stress at clamp surface = 1160 MPa
total radial surface stress at clamp = 1531 MPa
assumed rough strength = 5000 MPa, fraction used = 0.31
assumed expansion mismatch = 1e-06 /K, warming = 10 K
thermal stress change, size = 3.3 MPa
```
